# Why Doubling a Pinholed Barrier Coating Need Not Halve Permeation

Take a thick polymer film covered by a perfectly impermeable coating, and make one hole in the coating. Let the gas that enters the hole meet the polymer on a small hemispherical pit of radius $a$. Measure the dissolved concentration by the activity $u=c/c_0$, where $c_0$ is the concentration in equilibrium with the gas outside. Then $u=1$ on the pit and $u\to0$ far away in the polymer.

In the steady state the same flow $F$ crosses every hemisphere of radius $r$ around the pit. With constant diffusivity $D$, Fick's law gives

$$F=-2\pi r^2P\frac{du}{dr},\qquad P=Dc_0 .$$

Integrating from $r$ to infinity gives $u=F/(2\pi Pr)$, and the condition $u(a)=1$ then gives $F=2\pi aP$. The coating thickness $t$ does not appear. The resistance between the pit and radius $r$ is $(1/a-1/r)/(2\pi P)$, which reaches half of its full value at $r=2a$. The flow is therefore limited by a small volume of polymer next to the hole, and a thicker coating leaves that volume as it was.

## The belief and its appeal

The belief is that doubling the thickness of an inorganic barrier coating halves the permeation through the coated film. For an intact coating that carries nearly the whole activity drop this is correct. The flux is then $J_c=P_c/t$, with $P_c$ the permeability of the coating, and doubling $t$ halves it.

Pinholes seem to fit the same rule. A straight pore of radius $a$, filled with a medium of permeability $P_h$, has the resistance

$$R_{\rm pore}=\frac{t}{\pi a^2P_h},$$

defined as activity drop divided by flow. This too doubles with $t$. The error is to take it for the whole resistance. A molecule that has crossed the pore must still spread into the polymer, and that second resistance is in series with the first.

## The resistance of a flat mouth

A pinhole through a flat coating ends in a flat mouth, taken here as a circular disc. Let the polymer fill the half-space below the coating, which is a fair picture when $a$ is much smaller than both the polymer thickness $L$ and the distance between pinholes, and when all the pinholes together pass far less than the bare film would. The coated plane around the mouth is treated as sealed.

A mouth element of area $dA$ with flux density $q$ sends its flow $q\,dA$ through hemispheres, so the opening calculation gives its contribution at distance $s$ as

$$du=\frac{q\,dA}{2\pi Ps}.$$

Its flux points along the radius, hence parallel to the sealed plane at every other point of that plane, as required. Contributions add, because the diffusion equation is linear.

If the pore offers little resistance, the mouth has uniform activity. Try the flux density

$$q(r)=\frac{F}{2\pi a\sqrt{a^2-r^2}} .$$

Its total is $\int_0^a2\pi r\,q\,dr=(F/a)\left[-\sqrt{a^2-r^2}\right]_0^a=F$. To find $u$ at a point inside the disc, use polar coordinates $(s,\varphi)$ centred on that point. Then $dA=s\,ds\,d\varphi$, and the factor $s$ cancels the $1/s$. Opposite directions join into a chord, so $\varphi$ runs from $0$ to $\pi$. On a chord of half-length $h$, at distance $d$ from the disc's centre, let $x$ be the position measured from the chord's midpoint. Since $a^2=d^2+h^2$ and $r^2=d^2+x^2$, we have $a^2-r^2=h^2-x^2$, and

$$\int_{-h}^{h}\frac{dx}{\sqrt{h^2-x^2}}=\pi$$

for every chord. Hence

$$u=\frac{1}{2\pi P}\,\frac{F}{2\pi a}\,\pi\cdot\pi=\frac{F}{4aP}.$$

This is the same at every point of the mouth, so the trial density solves the problem. The access resistance is

$$R_{\rm acc}=\frac{1}{4aP}.$$

It varies as $1/a$, whereas the pore resistance varies as $1/a^2$.

## May the two resistances be added?

When the pore resistance matters, the mouth activity is no longer uniform. The opposite extreme is a uniform flux density $q=F/(\pi a^2)$. The integral over $s$ then gives the distance from the chosen point to the disc's edge, $-r\cos\varphi+\sqrt{a^2-r^2\sin^2\varphi}$. The cosine vanishes on integration over all directions. The mean activity of the mouth is therefore

$$\bar u=\frac{2}{a^2}\int_0^a r\,u\,dr=\frac{q}{\pi Pa^2}\int_0^{2\pi}d\varphi\int_0^a r\sqrt{a^2-r^2\sin^2\varphi}\,dr .$$

The inner integral is $a^3(1-|\cos\varphi|^3)/(3\sin^2\varphi)$. With $C=\cos\varphi$ in the first quadrant,

$$\frac{1-C^3}{1-C^2}=\frac{1+C+C^2}{1+C}=C+\frac1{1+C}.$$

Each of the two terms integrates to 1 over the quadrant, so the four quadrants give 8. Thus $\bar u=8qa/(3\pi P)$, and the mean resistance is $\bar u/F=8/(3\pi^2aP)\approx0.270/(aP)$, compared with $0.250/(aP)$ for uniform activity.

These two values bound the true resistance $R$ of pore and polymer together. Let $k$ be the local permeability, and fix $u=1$ at the pore's outer face and $u=0$ far away. Integration by parts gives $\int k|\nabla u|^2dV=1/R$.

For the lower bound, replace $u$ by any $v=u+w$ with the same fixed values. The cross term $2\int k\nabla u\cdot\nabla w\,dV$ becomes a surface integral of $w$ times the normal flux. It vanishes, since $w=0$ on the fixed faces and no flux crosses the sealed walls. Hence $1/R\le\int k|\nabla v|^2dV$. Let $v$ fall linearly through the pore to a value $v_m$, and continue as the uniform-activity field in the polymer. The integral is

$$\frac{(1-v_m)^2}{R_{\rm pore}}+\frac{v_m^2}{R_{\rm acc}},$$

which equals $1/(R_{\rm pore}+R_{\rm acc})$ for $v_m=R_{\rm acc}/(R_{\rm pore}+R_{\rm acc})$.

For the upper bound, compare the true flux $\mathbf j$ with any source-free flux $\mathbf g=\mathbf j+\boldsymbol\delta$ of the same total flow $F$ that respects the sealed walls. The cross term in $\int|\mathbf g|^2/k\,dV$ is $-2\int\nabla u\cdot\boldsymbol\delta\,dV$. It vanishes, because $u$ is constant on each fixed face and $\boldsymbol\delta$ carries no net flow. Hence $F^2R\le\int|\mathbf g|^2/k\,dV$. Uniform flux in the pore and at the mouth makes the right side $F^2R_{\rm pore}+F\bar u$. Together,

$$R_{\rm pore}+\frac{1}{4aP}\le R\le R_{\rm pore}+\frac{8}{3\pi^2aP}.$$

Simple addition therefore underestimates the access term by at most about 8% of that term. For a pore filled with the polymer itself and $t=a$, the bounds on $RaP$ are 0.568 and 0.589; a finite-volume solution of the diffusion equation gives 0.580.

## What doubling does

With $n$ equal pinholes per unit area, and a weak leak through the intact coating in parallel,

$$J(t)=\frac{n}{R_{\rm pore}+R_{\rm acc}}+\frac{P_c}{t}.$$

The ratio of the two series resistances is

$$\frac{R_{\rm pore}}{R_{\rm acc}}=\frac{4tP}{\pi aP_h}=\frac{t}{t^*},\qquad t^*=\frac{\pi a}{4}\frac{P_h}{P}.$$

For $t\gg t^*$ the pore controls, and the belief holds. For $t\ll t^*$ access controls, and

$$J(t)\approx4naP+\frac{P_c}{t}.$$

Let $f$ be the share of the initial flux that passes through the intact coating. Doubling $t$ at fixed $n$ and $a$ leaves the share $1-f$ unchanged and halves the share $f$:

$$\frac{J(2t)}{J(t)}=(1-f)+\frac f2=1-\frac f2 .$$

Within this regime, halving requires $f=1$, a coating without pinhole flow. The rule also needs $P_c/t\ll P/L$; a leak that is a sizeable part of the bare-film flux loses some of its activity drop to the polymer and falls by less than half. Plotted against $1/t$, the flux is a straight line that does not pass through the origin, and its intercept is the pinhole flux.

## A number: water vapour through coated PET

Consider an inorganic barrier coating on a 100 µm PET film at 38 °C, with water vapour at 45 Torr (about 90% relative humidity) outside the coating and dry gas at the far face. Take $D=10^{-8}$ cm²/s and $c_0=6$ mg/cm³, so that $P=6\times10^{-9}$ g/(m s). Let there be 50 open pinholes per mm², each of radius 500 nm. The intact coating is assigned a flux of 0.001 g/m²/day at 50 nm.

The vapour in a pinhole must first be compared with the polymer. The ideal-gas law gives a vapour density of 41.8 g/m³. Collisions with air give a diffusivity of 0.27 cm²/s. Collisions with the wall give the Knudsen value $\tfrac23a\bar v=2.02$ cm²/s, where $\bar v$ is the mean molecular speed. Adding the reciprocals gives 0.238 cm²/s in the pore. In the units of $P$, the pore permeability is this diffusivity times the vapour density, so

$$\frac{P_h}{P}=\frac{0.238\times41.8}{10^{-8}\times6000}\approx1.7\times10^5 .$$

Hence $t^*\approx65$ mm, and for a 50 nm coating $R_{\rm pore}/R_{\rm acc}\approx8\times10^{-7}$. The Knudsen formula belongs to long tubes and is only an estimate here, but an error of a factor of ten would change nothing. Including the resistance at the outer entrance raises the gas-side total to about $9\times10^{-6}$ of $R_{\rm acc}$.

The pinhole flux is

$$4naP=4(5\times10^7)(5\times10^{-7})(6\times10^{-9})=6.0\times10^{-7}\ \text{g/(m² s)},$$

or 0.0518 g/m²/day. With the intact leak,

- at 50 nm, $J=0.0518+0.0010=0.0528$ g/m²/day;
- at 100 nm, $J=0.0518+0.0005=0.0523$ g/m²/day.

The belief predicts 0.0264 g/m²/day. The actual reduction in this model is 0.95%, which is half of $f=1.9\%$. A finite-volume solution of one whole cell, a cylinder of radius 80 µm with its pinhole, polymer and leaking coating, gives a reduction of 0.93%.

## Radius, area and polymer thickness

The pinholes expose a fraction $3.9\times10^{-5}$ of the surface. Multiplying the bare-film flux $P/L=5.18$ g/m²/day by this fraction gives $2.0\times10^{-4}$ g/m²/day, which is too small by the factor

$$\frac{4naP}{n\pi a^2P/L}=\frac{4L}{\pi a}\approx255 .$$

The area estimate confines each flow to a column as wide as its pinhole, whereas the real flow spreads sideways. For the same reason the flux follows the radius and not the area. In the whole-cell solution with a sealed coating, doubling $a$ at fixed $n$ multiplies the flux by 2.00. Halving the PET thickness raises it by about 0.5%, although the same change would double the flux through bare PET.

This regime ends when pinholes crowd. The measure is $4naP/(P/L)=4anL$, the ratio of pinhole flux to bare-film flux, which is 1.0% here. If the spacing is much smaller than $L$ but still much larger than $a$, the separate flows merge near the coating and then cross the film together. To leading order,

$$J\approx\left(\frac{1}{4naP}+\frac LP\right)^{-1}.$$

For $4anL\gg1$ this tends to $P/L$: the coating hardly protects the film, and neither its thickness nor the pinhole radius matters much.

## Where thickness does matter

Fill the pinholes with the polymer, so that $P_h=P$, and keep their outer faces at $u=1$. Now $t^*=\pi a/4$, and thickness competes with radius. Without an intact leak,

$$\frac{J(2t)}{J(t)}\approx\frac{1+t/t^*}{1+2t/t^*}.$$

Going from 50 to 100 nm, pinholes of radius 500 nm give a factor of 0.90, and pinholes of radius 5 nm give 0.52. The finite-volume values for an isolated pinhole are also 0.90 and 0.52. The belief is thus nearly right for long, narrow, filled pores.

Very narrow pores may also fill without help. For a fully wetting liquid with surface tension 0.070 N/m and molar volume 18 cm³/mol, the Kelvin equation at 90% humidity gives a condensation radius of about 9 nm for a hemispherical meniscus, and half of that for a cylindrical one. The vapour-filled calculation therefore suits the 500 nm pinholes but should not be carried down to 5 nm. Liquid water in the pore does not act like a polymer filling, however. With a diffusivity of about $3\times10^{-5}$ cm²/s and a density of 1 g/cm³, diffusion alone gives $P_h/P\approx5\times10^5$, and pressure-driven flow of the liquid, estimated from Poiseuille's law with the bulk viscosity, is about two hundred times larger still in a 5 nm pore, so access still controls. Even if confinement slowed this diffusion a hundredfold, diffusion alone would put $t^*$ for a 5 nm pore at about 20 µm, far more than the coating thickness.

## The model beside a real coated film

The PET values are rough typical ones; the pinhole size and density and the intact-coating flux are chosen, not measured. The small intact share $f$ follows from these choices. In real oxide coatings, water in particular may pass largely through nanometre-scale defects or the oxide network, where it interacts with the walls, and thickness can then matter more than in this example. Real pinholes have a range of radii. If they act independently, $na$ becomes the sum of their radii per unit area. The model also assumes that $n$ and $a$ stay fixed as the coating grows, which need not be so. If thicker growth closed half of the pinholes, the pinhole flux would halve, but through the defect count and not through the longer path. Debonding around a hole would expose more polymer and raise the flux, and is left out.

Temperature changes the balance if the two paths are activated differently. Suppose that the intact coating's permeation has an activation energy 0.5 eV above that of the polymer. At 60 °C its leak has then grown 3.4 times relative to the pinhole flux, and doubling the thickness reduces the total by 3.1%. The steady state must also be awaited: the slowest decay time of a film sealed on one side, $4L^2/(\pi^2D)$, is about 1.1 h, and the intact coating may take longer to reach its own steady state.

For open, well-separated pinholes that carry most of the flux, the useful changes are therefore fewer pinholes, smaller radii, or a less permeable polymer directly beneath the coating. Because the access resistance is concentrated near the mouth, an underlayer ten to a hundred times less permeable than the film gives an isolated pinhole about 63% of the full added resistance at a thickness of one pinhole radius, 86% at three radii and about 91% at five. Extra coating thickness helps to the extent that it closes or narrows the defects, that the intact coating carries a substantial part of the flux, or that the pore interior holds a substantial part of the resistance along the pinhole path.
